\section*{Why Two Common-Gate Transistors in Series Act as One Doubled Channel}

\section{Two channels that do not look alike}

Two thin-film transistors of equal size are joined drain to source, and their gates are tied together. The free source is grounded and the free drain is raised until the current saturates. The upper transistor is then pinched off at its drain, while the lower one still holds many electrons along its whole length. If the mobility depends on the electron density, as it does when carriers fill traps or screen charged impurities, the two films even conduct by different mobilities. Yet the pair carries the current of a single transistor with twice the channel length.

The two devices are in fact doing different work, and the equality does not need them to do the same work. It needs the second channel to continue where the first one stopped. A model with a general mobility law shows this and also shows what can break it.

\section{The local current law}

Let $x$ run from source to drain, and let $V(x)$ be the electron quasi-Fermi potential in volts, with the electron Fermi energy equal to $-qV$ and $q>0$. This is the potential that an ideal metal contact shares with the film. Let $\psi(x)$ be the electrostatic potential, with the conduction-band edge at energy $-q\psi$. The Fermi level lies above the band edge by $q\varphi$, where
\begin{equation}
\varphi=\psi-V .
\end{equation}
In local equilibrium $\varphi$ is a rising function of the sheet density $n$. The gate, with capacitance $C$ per area, holds the charge that balances the electrons:
\begin{equation}
V_G-\psi=\frac{qn}{C}.
\end{equation}
Here $V_G$ is measured from the gate voltage that aligns the band edge of an empty film with a Fermi level at $V=0$. Using the gate capacitance point by point is the gradual-channel approximation: potentials vary slowly along the film compared with the insulator thickness. Adding the two equations removes $\psi$:
\begin{equation}
u\equiv V_G-V=\varphi(n)+\frac{qn}{C}.
\label{balance}
\end{equation}
The right side rises with $n$, so each $u$ fixes one density $n(u)$. The mobility $\mu(n)$ and the sheet conductance
\begin{equation}
\sigma(u)=q\,\mu(n(u))\,n(u)
\end{equation}
are then functions of $u$ alone.

Count the current $I$ as positive from drain to source. In a channel of width $W$,
\begin{equation}
I=W\sigma(V_G-V)\frac{dV}{dx}.
\label{local}
\end{equation}
Diffusion is included. Since $V=\psi-\varphi(n)$,
\begin{equation}
\frac{I}{W}=q\mu n\frac{d\psi}{dx}-q\mu n\,\varphi'(n)\frac{dn}{dx}.
\end{equation}
The first term is drift. The second is diffusion with coefficient $D=\mu n\varphi'(n)$, and it is positive because $n$ falls towards the drain. The same law therefore serves above threshold and below it. It also serves in saturation, except in a short region at the pinched-off drain, where the potentials vary too fast for the gradual-channel approximation.

Trapped charge does not spoil the argument if the traps are in local equilibrium with the electrons. Their density $n_t$ is then a rising function of $\varphi$, and $qn/C$ in (\ref{balance}) becomes $q(n+n_t)/C$. The conductance is still a function of $u$. Slow trapping, which depends on the history of the bias, is outside this model.

\section{Why the middle drops out}

In the steady state, without gate leakage, $I$ is the same at every $x$. Integrating (\ref{local}) over a device of length $L$ between $V_a$ and $V_b$ gives
\begin{equation}
\frac{IL}{W}=\int_{V_a}^{V_b}\sigma(V_G-V)\,dV .
\end{equation}
Define $P$ by $P'(u)=\sigma(u)$. With $u=V_G-V$ we have $dV=-du$, and reversing the limits absorbs the minus sign:
\begin{equation}
\frac{IL}{W}=\int_{V_G-V_b}^{V_G-V_a}\sigma(u)\,du
=P(V_G-V_a)-P(V_G-V_b).
\label{single}
\end{equation}
The whole mobility law is contained in one function $P$. Each end of the channel contributes its own term, and no term mixes the two ends.

Let the outer source be at $V_S$, the outer drain at $V_D>V_S$ and the joining node at $V_M$. The two devices carry the same current:
\begin{align}
\frac{IL}{W}&=P(V_G-V_S)-P(V_G-V_M),\\
\frac{IL}{W}&=P(V_G-V_M)-P(V_G-V_D).
\end{align}
Adding them cancels the middle term:
\begin{equation}
\frac{I\,(2L)}{W}=P(V_G-V_S)-P(V_G-V_D).
\label{double}
\end{equation}
This is (\ref{single}) for one device of length $2L$. The cancellation requires the node to enter both devices through the same function at the same argument. That is the role of the common gate, the identical films and the lossless joint.

Subtracting the two equations instead gives the node potential:
\begin{equation}
P(V_G-V_M)=\tfrac12\left[P(V_G-V_S)+P(V_G-V_D)\right].
\label{middle}
\end{equation}
Because $\sigma>0$, $P$ is continuous and strictly rising, so exactly one $V_M$ between $V_S$ and $V_D$ satisfies this. In the long device, integrating from the source to its centre gives $IL/W=P(V_G-V_S)-P(V_G-V(L))$. With (\ref{double}), this makes $V(L)$ obey (\ref{middle}) too. The node therefore sits at the potential that the centre of the long channel already has. An ideal electrode placed there draws no net current and changes nothing.

For several devices of lengths $L_j$ and equal width, the same sum leaves the two outer terms, and $L$ is replaced by $\sum_j L_j$. Equal lengths are thus a special case.

\section{Three limits}

For a small drain voltage, with $V_S=0$, the right side of (\ref{double}) is $\sigma(V_G)V_D$ to first order. Each device is a resistor $L/(W\sigma)$, and the rule is the addition of two resistances.

Well above threshold, neglect $\varphi$ and take $n=Cu/q$ for $u>0$ and $n=0$ otherwise. If $\mu\propto n^{\gamma}$ with $\gamma>-1$, so that the conductance vanishes with the density, then $\sigma\propto u^{\gamma+1}$ and $P\propto u^{\gamma+2}$. In saturation the drain term vanishes, and (\ref{middle}) becomes
\begin{equation}
(V_G-V_M)^{\gamma+2}=\tfrac12V_G^{\gamma+2},
\qquad
V_M=V_G\left(1-2^{-1/(\gamma+2)}\right).
\label{power}
\end{equation}
For constant mobility $V_M=0.293\,V_G$, and for $\gamma=1$ it is $0.206\,V_G$. The lower device stays below saturation because $V_M<V_G$. By (\ref{single}) and (\ref{double}) it carries half the current that it would carry alone with its drain at $V_D$.

Far below threshold, $qn/C$ is negligible and $n\propto e^{u/V_t}$, where $V_t=k_BT/q$. For constant mobility $P\propto e^{u/V_t}$, so (\ref{middle}) gives
\begin{equation}
e^{-V_M/V_t}=\tfrac12\left(1+e^{-V_D/V_t}\right).
\end{equation}
For $V_D\gg V_t$ this is $V_M=V_t\ln2$, or 17.9 mV at 300 K. Nearly all the drain voltage falls across the upper device, and the currents still match.

\section{A molybdenum disulphide pair}

Consider monolayer MoS$_2$ on alumina with a common gate of heavily doped p-type silicon. The positive gate charge then gathers at the silicon surface. For doping between $10^{19}$ and $10^{20}$ cm$^{-3}$ this layer takes 0.06 to 0.1 V of the 5 V used below if treated classically, and roughly 0.1 to 0.2 V once the quantum confinement of the holes is included. It is neglected here. Because it depends only on the local charge, it would add a term to (\ref{balance}) and lower the densities by a few per cent without touching the series rule. In n-type silicon doped to $10^{19}$ cm$^{-3}$, depletion would take about 0.4 V. Each channel has $L=5.0\,\mu$m and $W=10.0\,\mu$m. The alumina is 30 nm thick with relative permittivity 8, which gives $C=0.2361\,\mu$F/cm$^2$. The material enters through the constant density of states of a two-dimensional band with two spins and two valleys, $g=4$, and effective mass $m=0.5\,m_0$. Filling this band with Fermi--Dirac statistics gives
\begin{equation}
n=n_q\ln\left(1+e^{\varphi/V_t}\right),\qquad
n_q=\frac{g\,m\,k_BT}{2\pi\hbar^2},
\end{equation}
with $n_q=1.08\times10^{13}$ cm$^{-2}$ at 300 K. Inverting and differentiating,
\begin{equation}
\varphi=V_t\ln\left(e^{n/n_q}-1\right),\qquad
\varphi'(n)=\frac{V_t/n_q}{1-e^{-n/n_q}} .
\end{equation}
The mobility is assumed to rise with density:
\begin{equation}
\mu(n)=\mu_0+\mu_1\frac{n}{n+n_h},
\end{equation}
with $\mu_0=5$ and $\mu_1=25$ cm$^2$/Vs, and $n_h=3\times10^{12}$ cm$^{-2}$.

At $V_G=5$ V and $V_S=0$, equation (\ref{balance}) gives a source density $n_S=7.37\times10^{12}$ cm$^{-2}$ and a mobility of 22.8 cm$^2$/Vs. The Fermi level is within 1 meV of the band edge for this mass, and within 8 meV for masses from $0.40$ to $0.57\,m_0$, so nearly the whole 5 V lies across the insulator.

For the current, change the variable from $V$ to $n$. At fixed $V_G$, (\ref{balance}) gives $dV=-(q/C+\varphi')\,dn$, so
\begin{equation}
\int_0^{V_D}\sigma\,dV=\int_{n_D}^{n_S}q\mu n\left(\frac qC+\varphi'(n)\right)dn .
\label{densityintegral}
\end{equation}
At $V_D=6$ V the drain density $n_D$ is negligible here. With $n^2/(n+n_h)=n-n_h+n_h^2/(n+n_h)$, the $q/C$ part is
\begin{equation}
\frac{q^2}{C}\left[\frac{\mu_0n_S^2}{2}+\mu_1\left(\frac{n_S^2}{2}-n_hn_S+n_h^2\ln\frac{n_S+n_h}{n_h}\right)\right].
\end{equation}
The bracket is $(136+405)\times10^{24}$ in units of cm$^{-2}$/Vs, and $q^2/C=1.087\times10^{-31}$ in matching units, which gives $58.81\,\mu$A. The full integral is $59.45\,\mu$A. The remaining $0.64\,\mu$A, about 1\% of the full integral, is the diffusion part. Since $W/(2L)=1$, the integral is also the current of the pair.

To test the series rule by a separate route, the long device was solved as a differential equation for $n(x)$, with the current adjusted until both end densities were met. The pair was solved as a circuit, using (\ref{densityintegral}) for each device and a search for $V_M$. Two further mobilities were included as deliberate stress tests. In cm$^2$/Vs, with $n$ in units of $10^{12}$ cm$^{-2}$, they are a peaked law $5+40e^{-(n-3)^2}$ and a falling law $60/(1+n/2)$.

\begin{center}
\begin{tabular}{lcccc}
Mobility & $V_D$ (V) & Pair ($\mu$A) & Long ($\mu$A) & $V_M$ (V)\\
rising & 3 & 52.17 & 52.17 & 1.122\\
rising & 6 & 59.45 & 59.45 & 1.314\\
peaked & 3 & 26.47 & 26.47 & 2.313\\
peaked & 6 & 38.40 & 38.40 & 2.667\\
falling & 3 & 41.08 & 41.08 & 1.408\\
falling & 6 & 56.72 & 56.72 & 1.981
\end{tabular}
\end{center}

The largest difference in current, relative to the long device, is $6\times10^{-10}$. The central potential of the long device agrees with $V_M$ to a few nanovolts. The mobility law moves the node by more than a volt without disturbing the equality. For the rising law at 6 V, $V_M=1.31$ V lies between the values 1.46 V and 1.03 V that (\ref{power}) gives for $\gamma=0$ and $\gamma=1$, as suits a mobility that rises more slowly than $n$. The lower device alone, with its drain at 6 V, carries $118.9\,\mu$A, twice the current of the pair.

\section{Locality matters more than charge dependence}

A mobility that depends on density alone is sufficient, but not necessary. Let it also fall with the local driving field $E=dV/dx$, the gradient of the quasi-Fermi potential, as $\mu(n)/(1+E/E_c)$. Then
\begin{equation}
I=\frac{W\sigma E}{1+E/E_c}
\quad\Longrightarrow\quad
I\left(1+\frac{1}{E_c}\frac{dV}{dx}\right)=W\sigma\frac{dV}{dx}.
\end{equation}
Integrating over one device with voltage drop $\Delta V$ gives
\begin{equation}
I\left(L+\frac{\Delta V}{E_c}\right)=W\int\sigma\,dV .
\end{equation}
This holds while $I<W\sigma E_c$ along the channel, so that $E$ stays finite. In full saturation $\sigma$ almost vanishes at the drain and the condition fails there, so this derivation covers only drain voltages below that point. Adding the equations for two devices adds the lengths, the voltage drops and the integrals. The result is again the equation for length $2L$.

What is lost is inverse proportionality between current and length. The velocity in this law saturates at $\mu(n)E_c$. Taking a rough $3\times10^6$ cm/s for this limit at high density, where $\mu$ approaches 30 cm$^2$/Vs, gives $E_c=0.1$ MV/cm, or 10 V/$\mu$m. A 3 V drop then adds $0.3\,\mu$m to either length. At fixed drain voltage the ratio of short-device to long-device current is $(10+0.3)/(5+0.3)=1.943$ instead of 2. The pair and the long device both carry $50.65\,\mu$A, 2.9\% less than without field dependence. The series rule and the $1/L$ rule are thus separate statements.

\section{What breaks the equality}

\textbf{Contacts.} The pair has four metal--film contacts and the long device has two. If each has a constant resistance $R_c$, then at small drain voltage
\begin{equation}
R_{\rm pair}-R_{\rm long}
=\left(\frac{2L}{W\sigma}+4R_c\right)-\left(\frac{2L}{W\sigma}+2R_c\right)=2R_c .
\end{equation}
For $3$ k$\Omega\,\mu$m, $R_c=300\,\Omega$. The computed resistances at 1 mV are 38.41 and 37.81 k$\Omega$, which differ by $600\,\Omega$. At 3 V and 6 V the pair carries 1.15\% and 1.08\% less current than the long device with its own contacts.

\textbf{Nonlocal charge.} In a short channel the drain helps the gate to attract electrons everywhere in the film. Suppose each device's gate voltage is effectively raised by $\delta\,\Delta V$, where $\Delta V$ is its own drain--source voltage. The node terms become $P(V_G-V_M+\delta\Delta V_1)$ and $P(V_G-V_M+\delta\Delta V_2)$, which do not cancel when the two drops differ. The outer terms shift as well. If the drain's influence decays as $\delta=e^{-L/\lambda}$ with a fixed decay length $\lambda$, doubling the length squares $\delta$. With $\delta=0.05$ for $L$ and $0.0025$ for $2L$, the pair carries 2.5\% more than the long device at 3 V. This $\delta$ is chosen to make the failure visible. Here the electrostatic reach through the insulator, of the order of its thickness, is 0.6\% of $L$. The drain also acts through the air above the film. That influence falls off more slowly, but in mid-channel it is equivalent to a gate shift of less than 0.1\% of the drain voltage.

\textbf{Unequal devices.} If the upper threshold is 0.1 V higher, the pair current at 3 V falls by 2.2\% relative to the matched pair. Heating also makes the two devices unequal. At 6 V the lower one dissipates 0.08 mW and the upper one 0.28 mW. The two halves of the long device, with the same current and the same voltage drops, dissipate these powers too. Heating therefore disturbs the equality when the heat spreads differently in the two layouts, for instance when the pair is not placed end to end. A simple estimate, with heat crossing the alumina and spreading from a disc of the channel's area, warms the upper device on average by 0.2 K on silicon of thermal conductivity 140 W/mK (about 0.35 K if heavy doping lowers it to 80 W/mK) but by about 16 K on glass. In saturation much of the heat is released near the drain, where the film is hotter than this average. The estimate leaves out the thermal resistance between film and alumina, which can add a few tenths of a kelvin, and the spreading of heat in a gate layer on glass, which can lower the second figure considerably.

\section{The model beside real devices}

The MoS$_2$ parameters are rough typical values, and the density dependence of the mobility is an assumed form. A room-temperature mobility of some tens of cm$^2$/Vs is ordinary for such films. The insulator field of 1.7 MV/cm is below the several MV/cm at which good alumina roughly breaks down. Ideal tunnelling through it is negligible, though leakage through defects is not modelled. In saturation, even carriers moving at $3\times10^6$ cm/s, the highest limiting velocity assumed above, would need a density of $1.2\times10^{11}$ cm$^{-2}$, 1.7\% of the source value. The charge-only law lets the density at the drain fall far below this, so it fails close to the drain. The assumption of negligible contacts needs checking in any real device. Their resistance varies widely and often depends on the gate. If it were 30 k$\Omega\,\mu$m, ten times the value used here, the small-voltage resistances would be $37.2+12=49.2$ and $37.2+6=43.2$ k$\Omega$, and at small drain voltage the pair would carry 12\% less than the long device. For steady currents, replacing a long transistor by a pair is therefore a sound layout choice when the channel resistance far exceeds that of the added contacts, the devices match, heating is slight or alike in both layouts, and each channel is much longer than the electrostatic reach. Switching speed is a separate question, because added electrodes that overlap the gate also add capacitance.

\section*{Calculated quantities}
\begin{verbatim}
Length, width: 5.0, 10.0 um; T = 300 K
Insulator: 30 nm, relative permittivity 8.0
Effective mass 0.50 m0, spin-valley degeneracy 4
Thermal voltage V_t = 25.852 mV
Insulator capacitance C = 0.2361 uF/cm2
Band density scale n_q = 1.0799e+13 cm^-2
Gate voltage V_G = 5.00 V, source at 0 V
Rising mobility: 5 to 30 cm2/Vs, half-way density 3.0e+12 cm^-2
Source density = 7.3693e+12 cm^-2
Source Fermi level minus band edge = -0.56 meV
Source mobility = 22.767 cm2/Vs
Integral of sigma dV, 0 to 6 V = 59.4539 uA
rising, V_D=3 V: pair 52.1651 uA, long 52.1651 uA, V_M 1.1221 V, centre 1.1221 V
rising, V_D=6 V: pair 59.4539 uA, long 59.4539 uA, V_M 1.3135 V, centre 1.3135 V
peaked, V_D=3 V: pair 26.4721 uA, long 26.4721 uA, V_M 2.3134 V, centre 2.3134 V
peaked, V_D=6 V: pair 38.4012 uA, long 38.4012 uA, V_M 2.6668 V, centre 2.6668 V
falling, V_D=3 V: pair 41.0785 uA, long 41.0785 uA, V_M 1.4076 V, centre 1.4076 V
falling, V_D=6 V: pair 56.7197 uA, long 56.7197 uA, V_M 1.9809 V, centre 1.9809 V
Largest relative current difference = 6.4e-10
Largest V_M minus centre difference = 2.5e-09 V
One short device alone at 6 V = 118.9079 uA
Its ratio to the pair current = 2.00000
Density at middle node, V_D=6 V = 5.4489e+12 cm^-2
Density at drain, V_D=6 V = 1.71e-04 cm^-2
Saturation velocity 3.0e+06 cm/s, E_c = 0.100 MV/cm
Field-dependent, 3 V: pair 50.6458 uA, long 50.6458 uA
I(L)/I(2L), charge-only mobility = 2.00000
I(L)/I(2L), field-dependent = 1.94340
Current loss by field dependence, 3 V = 2.91 %
Density needed at saturation velocity, 6 V = 1.24e+11 cm^-2
Contact resistance 3.0 kohm um, R_c = 300.0 ohm
Resistance at 1 mV: pair 38405.7 ohm, long 37805.7 ohm
Difference = 600.00 ohm, 2 R_c = 600.00 ohm
With contacts, V_D=3 V: pair 51.0254 uA, long 51.6193 uA, pair lower by 1.15 %
With contacts, V_D=6 V: pair 58.3418 uA, long 58.9793 uA, pair lower by 1.08 %
Nonlocal threshold, 0.05 V/V for L, 0.0025 V/V for 2L:
  3 V: pair 53.6261 uA, long 52.3039 uA, difference 2.53 %
Upper threshold higher by 0.1 V: pair current changes -2.19 % at 3 V
Electrostatic reach, insulator thickness / L = 0.60 %
Insulator field at source = 1.667 MV/cm
Tunnel barrier 2.5 eV, mass 0.3 m0: exponent 88.7, leakage 1.7e-38 A
Power at V_D=6 V: lower 0.0781 mW, upper 0.2786 mW
Upper device heating on silicon (140.0 W/mK) = 0.24 K
Upper device heating on glass (1.1 W/mK) = 15.98 K
\end{verbatim}
